# Photon Numbers and Shot Noise at 193 nm and 13.5 nm

## Problem

A square of resist, 20 nm on a side, receives an energy dose of 10 mJ/cm². In one exposure the light has the vacuum wavelength 193 nm, in the other 13.5 nm. The dose is the incident energy per unit area of wafer and is the same in both cases. Treat each exposure as monochromatic and its photons as arriving independently.

(a) How many photons fall on the square in each exposure? What is the ratio of the two numbers, and does it depend on the dose or on the size of the square?

(b) How large is the relative fluctuation of each photon number from one square to the next?

(c) What dose at 13.5 nm would supply as many photons as 10 mJ/cm² does at 193 nm?

(d) The resist for 193 nm is 100 nm thick and has the absorption coefficient $\alpha=1.2$ µm⁻¹. The resist for 13.5 nm is 40 nm thick and has $\alpha=5.0$ µm⁻¹. How many photons are absorbed under the square in each case, and how does their ratio compare with that of part (a)? Take one vertical pass of the light and no reflection.

## Hints

1. A dose is an energy per area. Find the energy that reaches the square, then ask what one photon costs.
2. Form the ratio in symbols before inserting numbers.
3. For the fluctuation, cut the exposure into intervals so short that each brings at most one photon. Variances of independent contributions add.
4. For absorption, find what a thin layer removes from the light that reaches it. Then ask whether random removal of photons spoils their independence.

## Solution

**(a) Photon numbers.** A photon of vacuum wavelength $\lambda$ has the energy $E=hc/\lambda$. The vacuum wavelength is the right one even if the wafer is exposed through water, because the frequency, and with it the photon energy, does not change on entering a medium.

If $D$ is the dose and $A$ the area, the incident energy is $DA$. The mean photon number is this energy divided by the energy of one photon:

$$N=\frac{DA}{E}=\frac{DA\lambda}{hc}.$$

For two wavelengths at the same $D$ and $A$,

$$\frac{N_{193}}{N_{13.5}}=\frac{DA\lambda_{193}/(hc)}{DA\lambda_{13.5}/(hc)}=\frac{\lambda_{193}}{\lambda_{13.5}}=\frac{193}{13.5}=14.3.$$

Dose and area cancel. The ratio is that of the wavelengths because the longer wavelength has the cheaper photons.

For the numbers themselves, 1 cm² is $10^{14}$ nm², so the dose is $10^{-2}\,\mathrm{J}/10^{14}\,\mathrm{nm^2}=10^{-16}$ J/nm². The square has 400 nm² and receives $4\times10^{-14}$ J, or $2.497\times10^5$ eV. The photon energies are 6.424 eV at 193 nm and 91.84 eV at 13.5 nm. Hence

$$N_{193}=\frac{2.497\times10^5}{6.424}\approx38\,900,\qquad N_{13.5}=\frac{2.497\times10^5}{91.84}\approx2720.$$

These are 97.2 and 6.80 photons per nm².

**(b) Shot noise.** Let interval $i$ bring one photon with the small probability $p_i$ and none otherwise. Its count $n_i$ is 0 or 1, so $n_i^2=n_i$, and its variance is

$$\langle n_i^2\rangle-\langle n_i\rangle^2=p_i-p_i^2.$$

The intervals are independent, so the variances add. When the intervals are made ever shorter, $\sum p_i$ stays equal to $N$, while $\sum p_i^2$ tends to zero. Therefore

$$\operatorname{Var}=N,\qquad \frac{\sigma}{N}=\frac{\sqrt N}{N}=\frac1{\sqrt N}.$$

This is the Poisson result. It gives 0.51 % at 193 nm and 1.92 % at 13.5 nm. The ratio of the two is

$$\frac{1/\sqrt{N_{13.5}}}{1/\sqrt{N_{193}}}=\sqrt{\frac{N_{193}}{N_{13.5}}}=\sqrt{14.3}=3.78.$$

The noise ratio does not depend on dose or area, but each noise by itself does: it falls as $1/\sqrt{DA}$. Small features at low dose are therefore the noisy ones.

The result can be tried by simulation. At each wavelength the same energy was spent photon by photon, each photon falling at random on one of 20 000 equal cells, with a mean of 20 photons per cell at 13.5 nm. The scatter among the cells gave a noise ratio of 3.79.

**(c) Dose for equal photon numbers.** Setting $D'\lambda_{13.5}=D\lambda_{193}$ gives

$$D'=D\,\frac{\lambda_{193}}{\lambda_{13.5}}=10\times14.3=143\ \mathrm{mJ/cm^2}.$$

**(d) Absorbed photons.** A layer of thickness $dz$ removes the fraction $\alpha\,dz$ of the light that reaches it, so $dI=-\alpha I\,dz$ and $I(z)=I(0)e^{-\alpha z}$. A film of thickness $t$ absorbs the fraction

$$f=1-e^{-\alpha t}.$$

At 193 nm, $\alpha t=1.2\times0.100=0.12$ and $f=0.113$. At 13.5 nm, $\alpha t=5.0\times0.040=0.20$ and $f=0.181$. The absorbed numbers are

$$38\,900\times0.113\approx4400,\qquad 2720\times0.181\approx493,$$

and their ratio is 8.9 instead of 14.3.

If each photon is absorbed or transmitted independently of the others, interval $i$ yields an absorbed photon with probability $fp_i$. The argument of part (b) then holds with $fp_i$ in place of $p_i$, and the absorbed number is again Poisson distributed. Its relative noise is $1/\sqrt{fN}$: 1.5 % at 193 nm and 4.5 % at 13.5 nm.

Two limits show what controls the absorbed ratio. If both films are very thick, both fractions tend to 1 and the ratio returns to 14.3. If both are thin, $e^{-\alpha t}\approx1-\alpha t$ gives $f\approx\alpha t$, and the ratio tends to $14.3\times0.12/0.20=8.6$. The films here are close to the thin limit.

**Comparison with real exposures.** The film data are rough typical values for chemically amplified resists, and 10 mJ/cm² stands for the local dose near a feature edge. The incident ratio is robust. Moving the laser line by 0.4 nm changes it by only 0.2 %, and a band of 2 % full width at half maximum around 13.5 nm, with an energy spectrum that is Gaussian in frequency, changes the photon count there by about 0.007 %.

The absorbed ratio is less secure, because real light arrives at a range of angles. A ray at angle $\theta$ inside the film travels $t/\cos\theta$. In an immersion system of numerical aperture 1.35, with a resist index of 1.7, the most oblique ray has $\sin\theta=1.35/1.7$. Its path is 1.65 times as long as the vertical one, and $f$ rises from 0.113 to 0.179. For 13.5 nm light at aperture 0.33, with the index taken as 1, $f$ rises only from 0.181 to 0.191. If all the light travelled along these extreme rays, the absorbed ratio would be $14.3\times0.179/0.191\approx13.4$. Reflection at the boundary between water (index taken as 1.44) and resist acts the other way: it removes 0.7 % of the 193 nm light at normal incidence, and 12 % for the extreme ray with its electric field parallel to the surface.

## Variation 1: from photons to acids

*An absorbed 193 nm photon makes one acid molecule with probability $\varphi=0.3$ and otherwise none. An absorbed 13.5 nm photon releases electrons that make a Poisson-distributed number of acids with mean $g=3$. Compare the acid numbers and their noise. Both yields are rough values.*

The mean acid numbers are $0.3\times4395\approx1320$ at 193 nm and $3\times493\approx1480$ at 13.5 nm. With these yields, the larger number of acids per photon at 13.5 nm makes up for the smaller number of photons.

The noise does not become equal. At 193 nm the acid is one more random selection, with probability $\varphi fp_i$ per interval. The acid number is Poisson distributed, and its relative noise is $1/\sqrt{1318}=2.75$ %.

At 13.5 nm the acids come in groups. Let $q_i=fp_i$ be the probability of an absorption in interval $i$, and $k$ the number of acids it makes. For a Poisson yield $\langle k\rangle=g$ and $\langle k^2\rangle=g+g^2$. The interval contributes the mean $q_ig$ and the variance $q_i(g+g^2)-q_i^2g^2$. The last term vanishes in the sum over ever shorter intervals. With $N_a=\sum q_i$ absorbed photons,

$$\frac{\operatorname{Var}}{\text{mean}^2}=\frac{N_a(g+g^2)}{(N_ag)^2}=\frac1{N_a}\left(1+\frac1g\right).$$

This gives $\sqrt{(4/3)/493}=5.2$ %, which is 1.9 times the value at 193 nm. With an unlimited supply of acid generator, the relative noise would not fall below $1/\sqrt{N_a}=4.5$ % even for very large $g$: more acids per photon cannot repair the scarcity of photons.

The calculation counts all acids in the square where their photon was absorbed, and it assumes that the supply of acid generator is not used up. With a rough density of 0.3 generator molecules per nm³, the acids above would consume 11 % of the supply at 193 nm and 31 % at 13.5 nm. In the second case the supply falls from 1 to about 0.7 during the exposure and averages about 0.86. If the yield is proportional to the remaining supply, the acid number is therefore roughly 16 % too high. By the same estimate the number at 193 nm is about 6 % too high. Together the two corrections remove most of the small lead of 13.5 nm, so the two acid numbers should be read as comparable. Depletion also changes the relative noise. If every square holds the same number of generator molecules, the noise is about 4.5 % at 13.5 nm and 2.7 % at 193 nm. If the molecules are placed at random, their number varies too, and the values are about 4.8 % and 2.8 %. The ratio is about 1.7 either way. The lower noise at 13.5 nm is no real gain, because the shrinking supply also weakens the response to small intended differences in dose, by about 15 %, which is more than the noise falls.

## Variation 2: when the light itself fluctuates

*Suppose the 193 nm light is chaotic, with a Gaussian line 0.3 pm wide (full width at half maximum), delivered in 40 independent pulses of 100 ns. Take one polarization and an intensity uniform over the square. How does this change the noise ratio of part (b)? The pulse data are rough values.*

The photons are now independent only for a given delivered energy, and that energy varies from place to place. This variation is speckle. Write its relative variance as $1/M$. For a given energy the count has a variance equal to its mean, and the mean itself varies with variance $N^2/M$. The two contributions add:

$$\operatorname{Var}=N+\frac{N^2}{M},\qquad \frac{\operatorname{Var}}{N^2}=\frac1N+\frac1M.$$

To find $M$, let $\gamma(\tau)$ be the normalized correlation of the field at two times separated by $\tau$. For chaotic light the relative intensity fluctuations at these times have the covariance $|\gamma(\tau)|^2$. Averaged over a rectangular pulse of length $T$, much longer than the correlation lasts, they leave the variance $\tau_c/T$, where $\tau_c=\int|\gamma|^2d\tau$. A Gaussian line with standard deviation $s$ in frequency has $\gamma=e^{-2\pi^2s^2\tau^2}$, so

$$\tau_c=\int_{-\infty}^{\infty}e^{-4\pi^2s^2\tau^2}d\tau=\frac{1}{2\sqrt\pi\,s}=\sqrt{\frac{2\ln2}{\pi}}\,\frac1{\Delta\nu}.$$

The last step uses the full width at half maximum, $\Delta\nu=\sqrt{8\ln2}\,s$. With $\Delta\nu=c\,\Delta\lambda/\lambda^2$ this gives $\tau_c=2.75\times10^{-10}$ s. Averaging over 40 independent pulses divides the variance by 40, so

$$M=\frac{40\,T}{\tau_c}=\frac{40\times10^{-7}}{2.75\times10^{-10}}\approx1.45\times10^4.$$

The speckle alone amounts to $1/\sqrt M=0.83$ %, more than the incident shot noise of 0.51 %. Together they give $\sqrt{0.51^2+0.83^2}\approx0.97$ %.

At 13.5 nm the band is 2 % wide and $\tau_c$ is only $1.5\times10^{-15}$ s. A single 50 ns pulse then has $M\approx3\times10^7$ and a speckle of 0.017 %, negligible beside 1.92 %. The incident noise ratio is therefore $1.92/0.97\approx2.0$, not 3.78. The ratio of mean photon numbers remains 14.3.

Absorption replaces $N$ by $fN$ but leaves $1/M$ unchanged, so speckle matters less further down the chain. With depletion left out, it raises the acid noise at 193 nm only from 2.75 % to 2.88 %. The main values are collected in the numerical output.

## Computed values

```
dose 10.0 mJ/cm2; square side 20.0 nm
energy on square 2.4966e+05 eV
incident photon ratio ArF/EUV 14.296
shot-noise ratio EUV/ArF 3.781
sampled shot-noise ratio 3.79
EUV dose for equal incident photons 143.0 mJ/cm2
ArF: wavelength 193.0 nm
ArF: photon energy 6.424 eV
ArF: incident photons 38863 = 97.16 per nm2
ArF: incident shot noise 0.507 %
ArF: alpha 1.2 /um, film 100 nm
ArF: absorbed fraction 0.1131
ArF: absorbed photons 4395
ArF: absorbed shot noise 1.51 %
ArF: acids per absorbed photon 0.3
ArF: acids 1318
ArF: acid noise, no speckle 2.75 %
EUV: wavelength 13.5 nm
EUV: photon energy 91.840 eV
EUV: incident photons 2718 = 6.80 per nm2
EUV: incident shot noise 1.918 %
EUV: alpha 5.0 /um, film 40 nm
EUV: absorbed fraction 0.1813
EUV: absorbed photons 493
EUV: absorbed shot noise 4.50 %
EUV: acids per absorbed photon 3.0
EUV: acids 1478
EUV: acid noise, no speckle 5.20 %
absorbed photon ratio ArF/EUV 8.92
acid ratio ArF/EUV 0.892
acid-noise ratio EUV/ArF, no speckle 1.89
ArF linewidth 0.3 pm; EUV band 2 %
ArF: 40 pulse(s) of 100 ns, coherence time 2.75e-10 s
ArF: modes 1.45e+04, speckle 0.829 %
ArF: noise with speckle: incident 0.972 %, acids 2.88 %
ArF: edge-ray path factor 1.645, absorbed fraction 0.1792
ArF: acid generator used, linear estimate 0.110
EUV: 1 pulse(s) of 50 ns, coherence time 1.50e-15 s
EUV: modes 3.34e+07, speckle 0.017 %
EUV: noise with speckle: incident 1.918 %, acids 5.20 %
EUV: edge-ray path factor 1.059, absorbed fraction 0.1909
EUV: acid generator used, linear estimate 0.308
incident-noise ratio EUV/ArF with speckle 1.97
acid-noise ratio EUV/ArF with speckle 1.81
EUV photon-count shift from bandwidth 0.0072 %
ratio with laser line at 193.37 nm 14.324
ArF reflection: normal 0.69 %, edge ray (s) 12.0 %
blur 5.0 nm: shot-noise std factor 0.718
acid generator density 0.3 per nm3
```
